# Why a delocalised Si 1s hole in disilane lacks half its relaxation

**Q:** I computed the Si 1s ionisation energy of disilane as a difference of two self-consistent energies, ion minus neutral. With the hole in the symmetric core orbital I got 1857.32 eV. With the hole on one silicon I got 1843.06 eV. The atoms are equivalent, so how can it matter where I put the hole?

**A:** Let me fix the setting first. Both numbers are non-relativistic Hartree-Fock energies at the same fixed geometry. The neutral is a closed shell, the ion is unrestricted, and a spin-down electron is missing. Call the localised core orbitals $A$ and $B$, one on each silicon. Inversion through the bond centre exchanges them, up to a sign that we choose to be positive, so the symmetry orbitals are

$$g=\frac{A+B}{\sqrt2},\qquad u=\frac{A-B}{\sqrt2}.$$

Your first calculation removes $g$ and your second removes $A$. I split each ionisation energy $I$ into a frozen part, in which the other electrons keep their neutral orbitals, and a relaxation energy $R$:

$$I=I_{\rm frozen}-R,\qquad R>0 .$$

The first thing to find out is which part contains the difference.

**Q:** I would have guessed the frozen part. A charge spread over two atoms should cost less electrostatic energy than a concentrated one.

**A:** Hartree-Fock removes that self-energy. With density matrices $D_\uparrow$, $D_\downarrow$ and $D=D_\uparrow+D_\downarrow$, the electronic energy is

$$E=\mathrm{Tr}(hD)+\tfrac12\mathrm{Tr}(J[D]D)-\tfrac12\sum_\sigma\mathrm{Tr}(K[D_\sigma]D_\sigma),$$

where $h$ is the one-electron Hamiltonian, and $J$ and $K$ are the Coulomb and exchange matrices. Remove a normalised occupied orbital $t$, so that $D_\downarrow$ becomes $D_\downarrow-P$ with $P=|t\rangle\langle t|$. Because $E$ is quadratic in the density matrices, the change has just two parts:

$$\Delta E=-\mathrm{Tr}(F_\downarrow P)+\tfrac12\left\{\mathrm{Tr}(J[P]P)-\mathrm{Tr}(K[P]P)\right\},$$

with $F_\downarrow=h+J[D]-K[D_\downarrow]$. For one orbital, both traces in the braces equal the same self-repulsion integral $(tt|tt)$. They cancel, leaving

$$I_{\rm frozen}=-\langle t|F_\downarrow|t\rangle .$$

For $t=g$ this is $-\varepsilon_g$. For $t=A=(g+u)/\sqrt2$ the cross element $\langle g|F|u\rangle$ vanishes by symmetry, so

$$I_{A,\rm frozen}=-\frac{\varepsilon_g+\varepsilon_u}{2},\qquad
I_{g,\rm frozen}-I_{A,\rm frozen}=\frac{\varepsilon_u-\varepsilon_g}{2}\equiv\tau .$$

Only half the splitting of the two core levels survives. In disilane both frozen energies are 1871.558 eV, and $\tau$ is about 0.01 meV in this basis. So small a value depends on the basis: with three sets of d functions on each silicon it falls to about 0.004 meV. Either way it is negligible here. Your discrepancy is therefore relaxation:

$$R_{\rm loc}=1871.56-1843.06=28.50\ \text{eV},$$
$$R_{\rm deloc}=1871.56-1857.32=14.24\ \text{eV}.$$

The cancellation belongs to Hartree-Fock. With an approximate density functional that leaves some self-interaction, the frozen energies of $g$ and $A$ can differ, and the gap need not be pure relaxation.

**Q:** The delocalised hole gets half the relaxation. But one whole electron is missing in both cases. Why don't the others respond equally?

**A:** They respond to where the charge is missing. The removed density matrix is

$$|g\rangle\langle g|=\tfrac12\left(|A\rangle\langle A|+|B\rangle\langle B|+|A\rangle\langle B|+|B\rangle\langle A|\right).$$

The first two terms are half a hole on each silicon. The last two are coherences. Their Coulomb field comes from the product $A(\mathbf r)B(\mathbf r)$, which is negligible because the 1s orbitals are so compact. Their exchange field needs more care. It has a sizeable element between $A$ and $B$ themselves, but that element shifts $g$ and $u$ in energy without changing their shapes, and symmetry forbids it to mix them. The elements that could change orbital shapes involve at least one transition density, the product of two orthogonal orbitals. Such a density carries no net charge, so at a distance it acts at most as a dipole. I neglect these terms for now; a calculation below measures the error.

Let $x$ collect the shape changes of the remaining electrons, with the hole kept in the core. For hole charges $q_A$ and $q_B$, to second order,

$$E(x)=E_{\rm frozen}-(q_Af_A+q_Bf_B)^{T}x+\tfrac12x^{T}Mx .$$

There is no linear term without a hole, because the neutral is already self-consistent. The force on the orbitals is therefore proportional to the hole charges. The stiffness $M$ is taken from the neutral, assumed stable, so $M$ is positive definite. Setting the derivative to zero gives

$$x=M^{-1}(q_Af_A+q_Bf_B).$$

Inserting this, the linear term contributes $-x^TMx$ and the quadratic term $+\tfrac12x^TMx$. The energy gained is thus $\tfrac12x^TMx$:

$$R(q_A,q_B)=a(q_A^2+q_B^2)+2b\,q_Aq_B,$$
$$a=\tfrac12f_A^TM^{-1}f_A,\qquad b=\tfrac12f_A^TM^{-1}f_B .$$

Inversion symmetry makes $a$ the same for both atoms. Now insert the two cases:

$$R_{\rm loc}=R(1,0)=a,$$
$$R_{\rm deloc}=R(\tfrac12,\tfrac12)=\frac a4+\frac a4+\frac{2b}{4}=\frac{a+b}{2}.$$

Half a hole exerts half the force and produces half the displacement, so it gains a quarter of the energy. Two such sites give half. Subtracting the relaxations and adding the frozen difference,

$$I_g-I_A=\tau+\frac{a-b}{2}.$$

The Cauchy-Schwarz inequality, applied with the positive matrix $M^{-1}$, gives $|b|\le a$. At this order the delocalised hole therefore cannot relax more than the localised one. The loss would vanish only for $b=a$, when both holes demand the same response from the electrons.

**Q:** A 1s hole is a violent perturbation. Why should I believe a second-order formula?

**A:** You should not believe it without a test. Hartree-Fock can be made self-consistent with fractional occupation of a core orbital, without assuming a quadratic response. I measure each relaxation from its own frozen energy. That matters when half a hole sits on each atom without coherence. The second-order term in the frozen energy is then

$$\tfrac14\left[(AA|BB)-(AB|AB)\right],$$

an interaction between the two half holes that the true $g$ determinant does not have. Total energies of the two descriptions are not comparable, but their relaxations are.

Half a hole on one silicon relaxes by 7.11 eV. The quadratic law predicts a quarter of the whole-hole value:

$$\frac{28.50}{4}=7.13\ \text{eV}.$$

Half a hole on each silicon relaxes by 14.24 eV, the same to the printed digits as the delocalised determinant. So the neglected coherences have no visible effect on the relaxation here.

The cross term follows from the fractional calculations alone:

$$X=R(\tfrac12,\tfrac12)-2R(\tfrac12,0)=\frac{a+b}{2}-\frac a2=\frac b2 .$$

Numerically, $X=14.24-2\times7.11=0.02$ eV. In so small a difference, higher-order terms can be as large as $b/2$ itself, so it shows that $b$ is small but does not fix its value. Solving the linear-response equations of the neutral directly gives $a=28.40$ eV and $b=0.09$ eV, so $(a+b)/2=14.25$ eV. The quadratic prediction for the delocalised relaxation is $R_{\rm loc}/2+X$, which is 14.26 eV from the unrounded values, against 14.24 eV found directly. These tests support the law at half and whole charge. They do not show that every higher-order term is small, since such terms could partly cancel.

**Q:** Such a small cross term surprises me. Surely the other silyl group helps to screen a hole?

**A:** It does take part. When the localised ion relaxes, about 0.40 electrons move into the ionised half of the molecule, by Mulliken population. That number depends on the basis and on how overlap charge is divided, so read it as a sign of flow rather than a measured charge. With equal half holes, symmetry forbids any net flow.

A small $b$ does not mean that the neighbour is inert. It means that the response to a hole on $A$ does little, on balance, to help or hinder a hole on $B$. Inversion makes this precise. Write $f_A=f_++f_-$ and $f_B=f_+-f_-$, where $f_+$ is even and $f_-$ is odd under inversion. The stiffness $M$ does not mix even and odd changes, so

$$b=\tfrac12f_+^TM^{-1}f_+-\tfrac12f_-^TM^{-1}f_- .$$

Net charge flow between the halves is odd, so it belongs to the negative term. A small $b$ says that the two terms are nearly equal, not that either is small.

**Q:** Still, the exact ion must have inversion symmetry. By breaking it, haven't I bought a better energy with a worse wavefunction?

**A:** Symmetry does not require one common set of relaxed orbitals. That requirement comes from using a single symmetric determinant, and we can calculate its cost.

Let $x_A=M^{-1}f_A$ be the best response to a whole hole on $A$, and $x_B$ the best response to one on $B$. The delocalised determinant uses the compromise

$$\bar x=\tfrac12(x_A+x_B).$$

Consider the part of the wavefunction with the hole on $A$. Its electrons should sit at $x_A$ but sit at $\bar x$. The energy is quadratic about its minimum, so the misfit costs

$$\tfrac12(x_A-\bar x)^TM(x_A-\bar x)=\tfrac18(x_A-x_B)^TM(x_A-x_B).$$

From the definitions, $x_A^TMx_A=x_B^TMx_B=2a$ and $x_A^TMx_B=2b$. Therefore

$$\tfrac18(2a+2a-4b)=\frac{a-b}{2}.$$

The part with the hole on $B$ pays the same price. This is the relaxation gap found above. The missing energy is the cost of electrons that cannot adjust to the position of the hole. Seen from the symmetric determinant, it is correlation between the hole and the other electrons. Seen from the localised determinant, it is ordinary orbital relaxation.

**Q:** Then can I restore the symmetry and keep the relaxation?

**A:** Yes. Take your relaxed determinant $\Phi_A$ and its inverted partner $\Phi_B$, each with its own orbitals, and form

$$\Psi_\pm=\frac{\Phi_A\pm\Phi_B}{\sqrt{2(1\pm S)}},\qquad S=\langle\Phi_A|\Phi_B\rangle .$$

The root normalises the state, since the squared norm of $\Phi_A\pm\Phi_B$ is $2\pm2S$ for real orbitals. By inversion $H_{AA}=H_{BB}$, so

$$E_\pm=\frac{2H_{AA}\pm2H_{AB}}{2(1\pm S)}=\frac{H_{AA}\pm H_{AB}}{1\pm S}.$$

Subtracting the localised energy shows what the combination changes:

$$E_\pm-H_{AA}=\pm\frac{H_{AB}-S\,H_{AA}}{1\pm S}.$$

For disilane the overlap has size $2\times10^{-7}$. The computed splitting of $E_+$ and $E_-$ is 0.06 meV, and the lower state gains half of that, 0.03 meV. Do not rely on those digits. They do not change when the self-consistency threshold is tightened from $2\times10^{-5}$ to $10^{-8}$ hartree, but couplings this small depend on the basis: the related quantity $\tau$ changes by more than a factor of two when d functions are added. The safe reading is a splitting of order 1 meV at most, against a relaxation gap of 14.26 eV.

Thus inversion symmetry can be restored with almost no change in energy. In $\Psi_\pm$ the hole is shared equally, yet each component keeps electrons adapted to its own hole. The word "delocalised" covers two different things: an equally shared hole, which is harmless, and a shared hole with one compromise set of orbitals, which is costly.

**Q:** Would a localised hole win in any symmetric molecule? Valence holes are often described as delocalised.

**A:** No. There is a competition, and the same model gives the condition. Let the hole orbital be

$$t=\cos\theta\,A+\sin\theta\,B,\qquad s=\sin2\theta .$$

The hole charges are $\cos^2\theta$ and $\sin^2\theta$. Their product is $s^2/4$, and since they add to one, their squares add to $1-s^2/2$. Neglecting coherences in the response as before,

$$R(s)=a\left(1-\frac{s^2}{2}\right)+\frac{b\,s^2}{2}=a-\frac{a-b}{2}s^2 .$$

For the frozen part we need $\langle A|F|B\rangle=(\varepsilon_g-\varepsilon_u)/2=-\tau$. With $\bar\varepsilon=(\varepsilon_g+\varepsilon_u)/2$ this gives $\langle t|F|t\rangle=\bar\varepsilon-\tau s$, and so

$$I(s)=-\bar\varepsilon+\tau s-a+\frac{a-b}{2}s^2 .$$

Setting $dI/ds=\tau+(a-b)s=0$ gives

$$s_{\min}=-\frac{\tau}{a-b}.$$

With $\tau>0$ and $a>b$, this lies inside the allowed range $-1\le s\le1$ if $\tau<a-b$, and the model then predicts that the best single determinant breaks the symmetry. If $\tau\ge a-b$, the model's minimum sits at $s=-1$, the $u$ orbital, and the hole stays delocalised. Electronic coupling favours spreading, while relaxation favours localisation.

For the Si 1s hole, $a-b$ is about 28 eV and $\tau$ is of order 0.01 meV, so $s_{\min}$ is practically zero. For a valence hole $\tau$ can be of the order of electronvolts and the relaxation is weaker, so either outcome is possible. The neglect of coherences is also less secure there, because valence orbitals on neighbouring atoms overlap. When $\tau$ and $a-b$ are comparable, the condition is only a guide, and a self-consistent calculation must decide.

**Q:** What about more than two equivalent atoms?

**A:** Put $1/N$ of a hole on each of $N$ equivalent atoms and suppose, for simplicity, that every pair has the same cross coefficient $b$. There are $N$ diagonal terms and $N(N-1)/2$ pairs, each pair contributing $2b/N^2$:

$$R_N=N\frac{a}{N^2}+\frac{N(N-1)}{2}\,\frac{2b}{N^2}=\frac{a+(N-1)b}{N}.$$

The relaxation lost is

$$a-R_N=\frac{N-1}{N}(a-b).$$

For $N=1$ nothing is lost, and $N=2$ returns disilane. For large $N$ the loss approaches $a-b$: each atom feels too little hole to respond, and only a response common to all sites survives. The formula assumes equal weights. Some members of a degenerate set of core orbitals have unequal weights, and then the squares of the actual weights must be used.

**Q:** Why did my first calculation not find the lower solution by itself?

**A:** If the starting density has inversion symmetry, so does the Fock matrix built from it. Its orbitals can then be chosen as $g$ or $u$, and emptying one of them gives another symmetric density. In exact arithmetic the iteration never leaves that family.

To reach the localised solution, start with $A$ empty and, at each iteration, leave empty the core orbital that overlaps most with $A$. Then check where the hole ended up. In the example its weight on the ionised half is 1.00000. The spin is also nearly clean: $\langle S^2\rangle=0.7552$, against 0.75 for a pure doublet. "Lower" here means lower among states that keep a 1s hole. The ion has far lower states in which a valence electron is missing instead.

**Q:** How close is 1843.06 eV to something I could compare with a measured spectrum of the gas?

**A:** It is a Hartree-Fock reference value, and several effects are missing. The geometry is typical but rough: Si-Si 0.235 nm, Si-H 0.148 nm and an Si-Si-H angle of 110 degrees. The silicon basis was left uncontracted so that the core region could relax. Going from 94 to 124 basis functions moves the localised energy by −0.14 eV, to 1842.92 eV, and the overestimate by +0.05 eV, to 14.31 eV. Both bases have only one set of d functions on each silicon. Using three sets in the smaller basis (exponents 0.76, 0.30 and 0.12) lowers the localised energy by about 0.1 eV and changes the overestimate by only about 0.02 eV.

Of the effects estimated here, relativity shifts the localised result most. A scalar-relativistic treatment of the one-electron Hamiltonian, in the smaller basis, raises the localised result by 4.32 eV to 1847.38 eV. It changes the overestimate by only 0.08 eV. Relativistic corrections to the repulsion between electrons are not included.

Electron correlation is missing too. The second-order pair energy that disappears with one 1s electron is 1.08 eV. Losing this stabilisation raises the ionisation energy, but correlation among the remaining electrons also changes, and that part was not computed. The value is not converged either: the basis lacks the compact d and f functions that core correlation needs. In silane, SiH$_4$, adding such functions on silicon raises the same quantity from 1.08 eV to 1.19 eV with two d sets and one f set, and to 1.47 eV with five d and three f sets reaching much tighter exponents. So 1.08 eV indicates only an order of magnitude; it is not a correction to add. Nuclear motion and the finite lifetime of the hole are left out as well.

The localised results above lie near 1845 eV, so an error of 14 eV is below one per cent of the total. It is nevertheless more than three times the relativistic shift and far above the basis shift. For core-level work on a silicon precursor gas, the localised determinant is therefore the sensible single-determinant starting point, provided that the core splitting is small compared with the relaxation gap, as it is here. Relativity and correlation must then be treated separately. The numerical output gives the individual values.

**Q:** Does localising the hole then remove most of the error against experiment?

**A:** That does not follow. What it removes is the error of forcing one compromise set of orbitals on a shared hole. Localisation recovers 14.26 eV, and combining the two localised determinants adds of order 1 meV at most. The remaining correlation, relativistic and nuclear effects are different contributions, and breaking the symmetry does not supply them.

## Computed values

```
Si-Si distance (rough): 0.235 nm
Si-H distance (rough): 0.148 nm
Si-Si-H angle (rough): 110 degrees
working basis: 94 functions
frozen I, delocalised hole: 1871.558 eV
frozen I, localised hole: 1871.558 eV
frozen difference, deloc - loc: 0.0109 meV
delta-SCF I, delocalised hole: 1857.32 eV
delta-SCF I, localised hole: 1843.06 eV
overestimate by delocalised hole: 14.26 eV
relaxation, delocalised hole: 14.24 eV
relaxation, localised hole: 28.50 eV
ratio delocalised/localised relaxation: 0.500
relaxation, half hole on one Si: 7.11 eV
ratio half-hole/whole-hole relaxation: 0.250
relaxation, half hole on each Si: 14.24 eV
cross term X: 0.02 eV
quadratic-law delocalised relaxation: 14.26 eV
localised hole weight on its own half: 1.00000
electrons drawn to ionised half (Mulliken): 0.40
spin square, localised ion (pure doublet 0.75): 0.7552
overlap of mirrored determinants, size: 2.44e-07
symmetry-restored splitting: 0.0614 meV
extra gain from restoring symmetry: 0.0307 meV
larger basis: 124 functions
larger-basis I, delocalised hole: 1857.23 eV
larger-basis I, localised hole: 1842.92 eV
larger-basis overestimate: 14.31 eV
basis shift of localised I: -0.139 eV
basis shift of overestimate: +0.051 eV
scalar-relativistic I, localised hole: 1847.38 eV
relativistic shift of localised I: +4.32 eV
relativistic shift of overestimate: +0.084 eV
pair correlation lost with 1s electron (MP2): 1.08 eV
```
